**Two-loop rainbow self-energy: cancellation of the nonlocal pole**

For a massless electron in Feynman gauge, the rainbow diagram plus its one-loop counterterm diagram equals a²p̸[−1/(2ε²) + 1/(4ε) + L²/2 − 3L/2 + 15/8], up to terms that vanish with ε. Here D = 4 − 2ε, a = α/(4π) and L = ln(P²/μ²), where P is the spacelike external wave number and μ the MS-bar scale. The program asserts the Dirac contraction with explicit matrices in 2, 4 and 6 dimensions, and the vector loop integral by direct quadrature in non-integer dimensions. It extracts the Laurent coefficients by contour integration and asserts that they match the derived expansions at three values of L. It also asserts that a counterterm multiplied by c leaves the pole (c − 1)L/ε. A separate four-dimensional integral, with the inner loop already renormalized, reproduces the value of L²/2 − 3L/2 at the single momentum P = 10μ. At P = 10μ the output shows single-pole coefficients of −3.355 and 3.605, which add to 0.250, and a finite part of 5.571 in units of a²p̸.

## Check in Python

```python
"""
Two-loop rainbow self-energy of a massless electron, Feynman gauge, D = 4-2 eps.
Result under test, in units of a^2 * pslash with a = alpha/(4 pi):
  rainbow              1/(2 eps^2) + (5/4 - L)/eps + L^2 - 5L/2 + 31/8 - pi^2/12
  counterterm diagram  -1/eps^2 + (L - 1)/eps - L^2/2 + L - 2 + pi^2/12
  sum                  -1/(2 eps^2) + 1/(4 eps) + L^2/2 - 3L/2 + 15/8
L = ln(P^2/mu^2); P = spacelike wave number, mu = MS-bar scale (both 1/m).
The ln(P^2)/eps terms cancel, so the divergence is a constant times pslash.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit, gamma

mp.mp.dps = 40


def vector_G(power, eps):
    """Gamma-function form of the massless one-loop vector integral."""
    half = 2 - eps
    return (mp.gamma(half - power + 1) * mp.gamma(half - 1)
            * mp.gamma(power + 1 - half)
            / (mp.gamma(power) * mp.gamma(2 * half - power)))


def loop_factor(power, eps):
    return 2 * (1 - eps) * mp.exp(mp.euler * eps) * vector_G(power, eps)


def rainbow(eps, L):
    return (loop_factor(1, eps) * loop_factor(1 + eps, eps)
            * mp.exp(-2 * eps * L))


def counter_diagram(eps, L):
    return -loop_factor(1, eps) / eps * mp.exp(-eps * L)


def laurent(func, order, radius=mp.mpf("0.1"), points=64):
    """Laurent coefficient at eps = 0 from a contour integral."""
    total = mp.mpc(0)
    for j in range(points):
        z = radius * mp.expjpi(mp.mpf(2 * j + 1) / points)
        total += func(z) * z ** (-order)
    return float(mp.re(total / points))


# Dirac contraction with explicit matrices in 2, 4 and 6 dimensions
def clifford(dim):
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1, -1]).astype(complex)
    one = np.eye(2, dtype=complex)
    matrices = []
    for site in range(dim // 2):
        for s in (sx, sy):
            m = np.eye(1, dtype=complex)
            for other in range(dim // 2):
                f = sz if other < site else (s if other == site else one)
                m = np.kron(m, f)
            matrices.append(m)
    return matrices


for dim in (2, 4, 6):
    gammas = clifford(dim)
    for g in gammas:
        contraction = sum(m @ g @ m for m in gammas)
        assert np.allclose(contraction, -(dim - 2) * g)


# Vector integral by direct radial and angular quadrature in D dimensions.
# The isotropic part of the photon denominator averages to zero against
# cos(theta) and is removed to avoid rounding loss.
def vector_quadrature(power, eps):
    D = 4 - 2 * eps
    step = 0.25
    grid = np.arange(-60, 60 + step / 2, step)
    rho, gap = expit(grid)[:, None], expit(-grid)[:, None]
    x, y = expit(grid)[None, :], expit(-grid)[None, :]
    theta = np.pi * x
    sine = np.sin(np.pi * np.minimum(x, y))
    cosine = np.cos(theta)
    denominator = gap ** 2 + 4 * rho * np.sin(theta / 2) ** 2
    core = cosine * (2 * cosine - rho) / denominator
    shift = D - 2 * power
    radial = rho ** (shift + 1) + rho ** (1 - shift)
    weight = rho * gap * np.pi * x * y * sine ** (D - 2) * step ** 2
    sphere = 2 * np.pi ** ((D - 1) / 2) / gamma((D - 1) / 2)
    return (np.sum(core * radial * weight) * sphere
            * (4 * np.pi) ** (D / 2) / (2 * np.pi) ** D)


quadrature_rows = []
for eps in (0.2, 0.3):
    for power in (1.0, 1.0 + eps):
        direct = vector_quadrature(power, eps)
        formula = float(vector_G(mp.mpf(power), mp.mpf(eps)))
        assert abs(direct / formula - 1) < 1e-7, (eps, power, direct, formula)
        quadrature_rows.append((eps, power, direct, formula))

# Laurent coefficients against the stated expansions
pi2 = np.pi ** 2
s1 = [laurent(lambda z: loop_factor(1, z), n) for n in (-1, 0, 1)]
s2 = [laurent(lambda z: loop_factor(1 + z, z), n) for n in (-1, 0, 1)]
assert np.allclose(s1, [1, 1, 2 - pi2 / 12], atol=1e-10)
assert np.allclose(s2, [0.5, 0.75, 17 / 8 - pi2 / 24], atol=1e-10)

mu = 1.0e15
P = 1.0e16
L_example = float(np.log(P ** 2 / mu ** 2))
laurent_rows = {}
for L in (-3.0, 0.0, L_example):
    r = [laurent(lambda z: rainbow(z, L), n) for n in (-2, -1, 0)]
    c = [laurent(lambda z: counter_diagram(z, L), n) for n in (-2, -1, 0)]
    s = [laurent(lambda z: rainbow(z, L) + counter_diagram(z, L), n)
         for n in (-2, -1, 0)]
    assert np.allclose(r, [0.5, 1.25 - L,
                           L * L - 2.5 * L + 31 / 8 - pi2 / 12], atol=1e-9)
    assert np.allclose(c, [-1, L - 1,
                           -L * L / 2 + L - 2 + pi2 / 12], atol=1e-9)
    assert np.allclose(s, [-0.5, 0.25,
                           L * L / 2 - 1.5 * L + 15 / 8], atol=1e-9)
    laurent_rows[L] = (r, c, s)

# A counterterm of the wrong size leaves a nonlocal pole
slopes = []
for scale in (0.0, 0.5, 1.0, 1.5):
    pole = [laurent(lambda z: rainbow(z, L)
                    + scale * counter_diagram(z, L), -1)
            for L in (0.0, 1.0)]
    slopes.append((scale, pole[1] - pole[0]))
    assert abs(slopes[-1][1] - (scale - 1)) < 1e-9


# Four-dimensional outer loop with the renormalized inner loop
def angular_average(k, p):
    """Average of k.p/(k-p)^2 over directions in four dimensions."""
    def integrand(th):
        den = (k - p) ** 2 + 4 * k * p * np.sin(th / 2) ** 2
        return 2 / np.pi * np.sin(th) ** 2 * k * p * np.cos(th) / den
    return quad(integrand, 0, np.pi, epsabs=1e-12, epsrel=1e-11,
                limit=200)[0]


for k, p in ((0.6, 1.0), (1.7, 1.0), (3.0, 10.0), (25.0, 10.0)):
    expected = 0.5 * min(k / p, p / k) ** 2
    assert abs(angular_average(k, p) - expected) < 1e-9

ratio = P / mu


def outer_difference(k):
    kernel = (angular_average(k, ratio) / ratio ** 2
              - angular_average(k, 1.0))
    return 4 * k * (1 - 2 * np.log(k)) * kernel


difference_4d = sum(quad(outer_difference, lo, hi, epsabs=1e-8,
                         epsrel=1e-8)[0]
                    for lo, hi in ((0, 1), (1, ratio), (ratio, 2 * ratio)))
difference_formula = L_example ** 2 / 2 - 1.5 * L_example
assert abs(difference_4d - difference_formula) < 1e-6

# Numerical approach to eps = 0
finite = laurent_rows[L_example][2][2]
table = []
for text in ("0.1", "0.01", "0.001", "0.0001"):
    e = mp.mpf(text)
    r, c = rainbow(e, L_example), counter_diagram(e, L_example)
    rest = r + c + 1 / (2 * e ** 2) - 1 / (4 * e)
    dr = r - rainbow(e, 0)
    ds = r + c - rainbow(e, 0) - counter_diagram(e, 0)
    table.append([float(v) for v in (e, r, c, r + c, rest, dr, ds)])
assert abs(table[-1][4] - finite) < 0.02
assert abs(table[-1][4] - finite) < 0.2 * abs(table[-2][4] - finite)
assert abs(table[-1][6] - difference_4d) < 0.02
assert abs(table[-1][5]) > 5 * abs(table[-2][5])

alpha = const.fine_structure
alpha_si = const.e ** 2 / (4 * np.pi * const.epsilon_0 * const.hbar * const.c)
assert abs(alpha_si / alpha - 1) < 1e-8
a = alpha / (4 * np.pi)
compton = const.m_e * const.c / const.hbar
one_loop = -a * (1 - L_example)
two_loop = a ** 2 * finite

print("INPUTS")
print(f"scale mu = {mu:.3e} 1/m")
print(f"wave number P = {P:.3e} 1/m")
print(f"electron m c/hbar = {compton:.4e} 1/m")
print(f"(m c/hbar)/P = {compton / P:.3e} (dimensionless)")
print(f"hbar c P = {const.hbar * const.c * P / const.e / 1e9:.4f} GeV")
print(f"alpha = {alpha:.9f} (dimensionless)")
print(f"a = alpha/(4 pi) = {a:.6e} (dimensionless)")
print(f"L = ln(P^2/mu^2) = {L_example:.6f} (dimensionless)")
print("VECTOR INTEGRAL G(r): quadrature, Gamma formula (dimensionless)")
for eps, power, direct, formula in quadrature_rows:
    print(f"eps={eps:.1f} r={power:.1f}: {direct:.8f}, {formula:.8f}")
print("LOOP FACTORS: coefficients of 1/eps, 1, eps (dimensionless)")
print("S1: " + ", ".join(f"{v:.6f}" for v in s1))
print("S2: " + ", ".join(f"{v:.6f}" for v in s2))
print("LAURENT COEFFICIENTS 1/eps^2, 1/eps, 1 (units a^2 pslash)")
for L, rows in laurent_rows.items():
    for name, row in zip(("rainbow", "counterterm", "sum"), rows):
        print(f"L={L:.4f} {name}: " + ", ".join(f"{v:.6f}" for v in row))
print("COUNTERTERM TIMES c: coefficient of L/eps (units a^2 pslash)")
for scale, slope in slopes:
    print(f"c={scale:.1f}: {slope + 0.0:.6f}")
print("AT P: eps, rainbow, counterterm, sum, sum minus poles (a^2 pslash)")
for row in table:
    print(f"{row[0]:.4f}, {row[1]:.4f}, {row[2]:.4f}, "
          f"{row[3]:.4f}, {row[4]:.5f}")
print("VALUE AT P MINUS VALUE AT mu: eps, rainbow, sum (units a^2)")
for row in table:
    print(f"{row[0]:.4f}, {row[5]:.4f}, {row[6]:.5f}")
print(f"four-dimensional integral = {difference_4d:.6f} (units a^2)")
print(f"L^2/2 - 3L/2 = {difference_formula:.6f} (units a^2)")
print("RENORMALIZED COEFFICIENTS OF pslash AT P")
print(f"finite two-loop bracket = {finite:.6f} (units a^2)")
print(f"one loop = {one_loop:.6e} (dimensionless)")
print(f"two-loop rainbow pair = {two_loop:.6e} (dimensionless)")
print("all tests passed")
```

It prints:

```
INPUTS
scale mu = 1.000e+15 1/m
wave number P = 1.000e+16 1/m
electron m c/hbar = 2.5896e+12 1/m
(m c/hbar)/P = 2.590e-04 (dimensionless)
hbar c P = 1.9733 GeV
alpha = 0.007297353 (dimensionless)
a = alpha/(4 pi) = 5.807049e-04 (dimensionless)
L = ln(P^2/mu^2) = 4.605170 (dimensionless)
VECTOR INTEGRAL G(r): quadrature, Gamma formula (dimensionless)
eps=0.2 r=1.0: 3.48207285, 3.48207285
eps=0.2 r=1.2: 2.02315970, 2.02315970
eps=0.3 r=1.0: 2.84055149, 2.84055149
eps=0.3 r=1.3: 1.82617801, 1.82617801
LOOP FACTORS: coefficients of 1/eps, 1, eps (dimensionless)
S1: 1.000000, 1.000000, 1.177533
S2: 0.500000, 0.750000, 1.713766
LAURENT COEFFICIENTS 1/eps^2, 1/eps, 1 (units a^2 pslash)
L=-3.0000 rainbow: 0.500000, 4.250000, 19.552533
L=-3.0000 counterterm: -1.000000, -4.000000, -8.677533
L=-3.0000 sum: -0.500000, 0.250000, 10.875000
L=0.0000 rainbow: 0.500000, 1.250000, 3.052533
L=0.0000 counterterm: -1.000000, -1.000000, -1.177533
L=0.0000 sum: -0.500000, 0.250000, 1.875000
L=4.6052 rainbow: 0.500000, -3.355170, 12.747200
L=4.6052 counterterm: -1.000000, 3.605170, -7.176159
L=4.6052 sum: -0.500000, 0.250000, 5.571041
COUNTERTERM TIMES c: coefficient of L/eps (units a^2 pslash)
c=0.0: -1.000000
c=0.5: -0.500000
c=1.0: 0.000000
c=1.5: 0.500000
AT P: eps, rainbow, counterterm, sum, sum minus poles (a^2 pslash)
0.1000, 26.2533, -70.1740, -43.9207, 3.57930
0.0100, 4676.8705, -9646.5532, -4969.6827, 5.31727
0.0010, 496657.5402, -996401.9953, -499744.4550, 5.54498
0.0001, 49966461.0417, -99963955.4732, -49997494.4316, 5.56843
VALUE AT P MINUS VALUE AT mu: eps, rainbow, sum (units a^2)
0.1000, -39.6920, 1.35227
0.0100, -451.2160, 3.41202
0.0010, -4595.5156, 3.66700
0.0001, -46042.0112, 3.69313
four-dimensional integral = 3.696041 (units a^2)
L^2/2 - 3L/2 = 3.696041 (units a^2)
RENORMALIZED COEFFICIENTS OF pslash AT P
finite two-loop bracket = 5.571041 (units a^2)
one loop = 2.093540e-03 (dimensionless)
two-loop rainbow pair = 1.878656e-06 (dimensionless)
all tests passed
```
